# The square of $\boldsymbol\sigma\cdot(\mathbf p+\mathbf A)$: $g=2$, Zeeman and hyperfine terms

## 1. A free electron in a uniform field

Take an electron in a field $B>0$ along $z$ with $\mathbf A=(0,Bx,0)$, in a state independent of $y$ and $z$. The algebra uses atomic units, $\hbar=m=e=4\pi\epsilon_0=1$, $c=1/\alpha$. The charge is $-1$, so the kinetic momentum is $\boldsymbol\pi=\mathbf p+\mathbf A$, here $\pi_x=p$ and $\pi_y=Bx$. With the Pauli matrices,

$$D=\sigma_xp+\sigma_yBx=\begin{pmatrix}0&p-iBx\\p+iBx&0\end{pmatrix}.$$

$D^2$ is diagonal. Because $[p,x]=-i$, its upper entry is

$$(p-iBx)(p+iBx)=p^2+B^2x^2+iB[p,x]=p^2+B^2x^2+B,$$

and the lower entry, with the factors reversed, has $-B$. So $D^2/2$ is an oscillator of frequency $B$ plus $\tfrac12B\sigma_z$, with levels $(n+\tfrac12)B\pm\tfrac12B$. The $g$ factor is defined by a spin splitting $g\mu_BB$, with $\mu_B=e\hbar/2m=\tfrac12$. The splitting is $B$, so $g=2$.

For $B\to0$, $D^2\to p^2$. The lowest level, spin down with $n=0$, is exactly zero, and a larger $g$ would make it negative, which the square of a Hermitian operator cannot be. The numerical check squares $D$ in an oscillator basis of the wrong frequency and recovers these levels.

## 2. Any field

The Pauli matrices obey $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$. They commute with $\pi_i$, so with the order of the $\pi$'s kept,

$$(\boldsymbol\sigma\cdot\boldsymbol\pi)^2=\pi^2+i\,\boldsymbol\sigma\cdot(\boldsymbol\pi\times\boldsymbol\pi),\qquad(\boldsymbol\pi\times\boldsymbol\pi)_i=\epsilon_{ijk}(p_jp_k+p_jA_k+A_jp_k+A_jA_k).$$

The first and last products are symmetric in $jk$ and vanish against $\epsilon_{ijk}$, the last because the components of $\mathbf A$ are taken to commute (section 4 notes the exception for a nuclear spin). The product rule gives $p_jA_k\psi=-i(\partial_jA_k)\psi+A_kp_j\psi$, and $A_kp_j+A_jp_k$ is symmetric too. What remains is $-i\epsilon_{ijk}\partial_jA_k=-iB_i$. Since $i\cdot(-i)=1$, with $\mathbf s=\boldsymbol\sigma/2$,

$$H=\tfrac12(\boldsymbol\sigma\cdot\boldsymbol\pi)^2+V=\tfrac12\pi^2+\mathbf s\cdot\mathbf B+V,\qquad\mathbf B=\nabla\times\mathbf A .$$

Matching $\mathbf s\cdot\mathbf B$ to $g\mu_B\,\mathbf s\cdot\mathbf B$ gives $g=2$ for any static field, and section 1 is the case $B_z=\partial_x(Bx)$.

The value follows from the form of $H$, which needs a source: at $\mathbf A=0$, $(\boldsymbol\sigma\cdot\mathbf p)^2=p^2$, so field-free theory cannot prefer it to $\pi^2/2$, which has $g=0$. The Dirac equation supplies it. For upper and lower spinors $\phi,\chi$ and energy $c^2+\varepsilon$,

$$(V-\varepsilon)\phi+c\,\boldsymbol\sigma\cdot\boldsymbol\pi\,\chi=0,\qquad c\,\boldsymbol\sigma\cdot\boldsymbol\pi\,\phi+(V-\varepsilon-2c^2)\chi=0 .$$

The second gives $\chi=(2c^2+\varepsilon-V)^{-1}c\,\boldsymbol\sigma\cdot\boldsymbol\pi\,\phi$. If $|\varepsilon-V|\ll2c^2$ then $\chi\approx\boldsymbol\sigma\cdot\boldsymbol\pi\,\phi/2c$, and the first equation becomes $H\phi=\varepsilon\phi$. This is leading order in $1/c$. It omits spin–orbit coupling, and it fails in hydrogen for $r\lesssim\alpha^2/2$, so section 6 checks the results against the exact Dirac state. Radiative corrections lie outside the Dirac equation; the CODATA value is $g_e=2.002319$.

The product rule also expands the first term:

$$\pi^2=p^2+\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p+A^2=p^2+2\mathbf A\cdot\mathbf p+A^2-i(\nabla\cdot\mathbf A).$$

Both identities are tested symbolically for arbitrary $\mathbf A$ and spinor.

## 3. Uniform field in any direction

Take $\mathbf A_B=\tfrac12\mathbf B\times\mathbf r$. Its divergence $\tfrac12\epsilon_{ijk}B_j\delta_{ik}$ is zero, and its curl is $\tfrac12[\mathbf B\,\nabla\cdot\mathbf r-(\mathbf B\cdot\nabla)\mathbf r]=\tfrac12(3-1)\mathbf B=\mathbf B$. The cyclic triple product gives $(\mathbf B\times\mathbf r)\cdot\mathbf p=\mathbf B\cdot\mathbf L$, and $|\mathbf B\times\mathbf r|^2=B^2r^2-(\mathbf B\cdot\mathbf r)^2$. Therefore

$$H=\tfrac12p^2+V+\tfrac12\mathbf B\cdot\mathbf L+\mathbf B\cdot\mathbf s+\tfrac18\left[B^2r^2-(\mathbf B\cdot\mathbf r)^2\right].$$

These are the orbital Zeeman ($\mu_B\mathbf B\cdot\mathbf L$, $g_L=1$), spin Zeeman and diamagnetic terms.

Apply them to hydrogen with a fixed point proton and Schrödinger orbitals, in first order, at 1 T along $z$. The atomic unit of field is 235051.8 T, so $B/2$ is $27.21139/(2\times235051.8)=5.788\times10^{-5}$ eV. This is the spin Zeeman energy for $m_s=\tfrac12$ and the orbital one for $m=1$. The spin splitting is $1.158\times10^{-4}$ eV, or $2.799\times10^4$ MHz. The diamagnetic prefactor is $B^2/8=27.21139/(8\times235051.8^2\times0.5291772^2)=2.1985\times10^{-10}$ eV/Å$^2$.

For 1s, $\psi=e^{-r}/\sqrt\pi$, $\langle r^2\rangle=4\cdot4!/2^5=3$ and $\langle x^2+y^2\rangle=\tfrac23\cdot3=2$, which is 0.5601 Å$^2$. The shift is $B^2/4$, or $2.1985\times10^{-10}\times0.5601=1.231\times10^{-10}$ eV, a fraction $B/2=2.13\times10^{-6}$ of the spin Zeeman energy. For 2p with $m=1$ the density is proportional to $r^2e^{-r}\sin^2\theta$, so $\langle r^2\rangle=6!/4!=30$. With $t=\cos\theta$, $\langle\sin^2\theta\rangle=\int(1-t^2)^2dt/\int(1-t^2)dt=\tfrac{16}{15}/\tfrac43=\tfrac45$. The product is 24, or 6.721 Å$^2$, and the shift is $3B^2=1.478\times10^{-9}$ eV. These 2p values survive spin–orbit coupling for $m=1$, $m_s=\tfrac12$, an eigenstate of $\mathbf L\cdot\mathbf s$.

The test of this stage is the gauge origin. Take $\mathbf A=\tfrac12\mathbf B\times(\mathbf r-\mathbf d)$ with $\mathbf d$ along $x$: the field is the same, so the energy must be. The 1s diamagnetic term becomes $\tfrac18B^2\langle(x-d)^2+y^2\rangle=\tfrac18B^2(2+d^2)$, as $\langle x\rangle=0$. The linear term becomes $\tfrac12BL_z-\tfrac12Bd\,p_y$, and $L_z\psi=0$. From $[H_0,y]=-ip_y$ follows $\langle n|p_y|0\rangle=i(E_n-E_0)\langle n|y|0\rangle$, so second order gives

$$E^{(2)}=-\tfrac14B^2d^2\sum_n(E_n-E_0)|\langle n|y|0\rangle|^2 .$$

The sum equals $\langle yH_0y\rangle-E_0\langle y^2\rangle=\tfrac12\langle[y,[H_0,y]]\rangle=\tfrac12(-i)(i)=\tfrac12$. Thus $E^{(2)}=-B^2d^2/8$ cancels the increase, and only the total has meaning. In a Gaussian basis at 2350.5 T with $d=0.5292$ Å (one bohr), the diamagnetic term averaged in the field-free ground state is 1.5000 in units of $B^2/4$, as $(2+d^2)/2$ predicts. Diagonalisation in the field gives a total shift of 0.9999, and 0.9999 again for $d=0$. That the residual $10^{-4}$ comes from order $B^4$ and the finite basis is a conjecture, as the check does not separate it.

## 4. The field of a nuclear dipole

A point moment $\boldsymbol\mu=g_p\mu_N\mathbf I$, with $\mu_N=1/2m_p$, has $\mathbf A_N=\alpha^2\boldsymbol\mu\times\mathbf r/r^3$, since $\mu_0/4\pi=1/c^2=\alpha^2$. Consider first $\mathbf a=h(r)\,\boldsymbol\mu\times\mathbf r$ with $\mathbf n=\mathbf r/r$. Its divergence $\epsilon_{ijk}\mu_j(h\delta_{ik}+h'x_ix_k/r)$ vanishes by symmetry in $ik$. Using $\nabla\times(\boldsymbol\mu\times\mathbf r)=2\boldsymbol\mu$ as above, and $\nabla h=h'\mathbf n$,

$$\nabla\times\mathbf a=2h\boldsymbol\mu+h'\,\mathbf n\times(\boldsymbol\mu\times\mathbf r)=2h\boldsymbol\mu+rh'[\boldsymbol\mu-\mathbf n(\mathbf n\cdot\boldsymbol\mu)].$$

The average of $n_in_j$ over a sphere is $\delta_{ij}/3$, so the averaged curl is $(2h+\tfrac23rh')\boldsymbol\mu$. For $h=r^{-3}$, $rh'=-3h$, and for $r\ne0$

$$\mathbf B_{\rm dip}=\alpha^2\,\frac{3\mathbf n(\mathbf n\cdot\boldsymbol\mu)-\boldsymbol\mu}{r^3},$$

with zero average on every sphere. The dipolar term is $\mathbf s\cdot\mathbf B_{\rm dip}$.

The spin-free part brings three more terms. The triple product gives $\mathbf A_N\cdot\mathbf p=\alpha^2\boldsymbol\mu\cdot\mathbf L/r^3$, the nucleus in the field of the orbital current. With both potentials centred on the nucleus, $A^2/2$ contains $A_N^2/2$ and

$$\mathbf A_B\cdot\mathbf A_N=\frac{\alpha^2}{2r^3}\left[(\mathbf B\cdot\boldsymbol\mu)r^2-(\mathbf B\cdot\mathbf r)(\boldsymbol\mu\cdot\mathbf r)\right],$$

by the identity for the dot product of two cross products. The sum of these terms is tested against $(\boldsymbol\sigma\cdot\boldsymbol\pi)^2/2$ on an explicit spinor away from the origin, with $\boldsymbol\mu$ a fixed numerical vector. For the operator $\boldsymbol\mu=g_p\mu_N\mathbf I$ one more term appears, of second order in $\boldsymbol\mu$: with the order of factors kept, $(\boldsymbol\mu\times\mathbf r)\times(\boldsymbol\mu\times\mathbf r)=\mathbf r\,[\mathbf r\cdot(\boldsymbol\mu\times\boldsymbol\mu)]$ and $\mathbf I\times\mathbf I=i\mathbf I$, so $\tfrac i2\boldsymbol\sigma\cdot(\mathbf A_N\times\mathbf A_N)=-(\alpha^2g_p\mu_N)^2(\mathbf s\cdot\mathbf n)(\mathbf I\cdot\mathbf n)/r^4$.

For 1s the cross term averages to $\tfrac12\alpha^2\cdot\tfrac23\langle1/r\rangle\,\mathbf B\cdot\boldsymbol\mu$ with $\langle1/r\rangle=4\int re^{-2r}dr=1$. It changes the nucleus's own Zeeman energy $-\boldsymbol\mu\cdot\mathbf B$ into $-(1-\alpha^2/3)\boldsymbol\mu\cdot\mathbf B$. This Lamb shielding is $0.007297353^2/3=17.75$ ppm, a fraction of the nuclear Zeeman energy. With $g_p=5.585695$ and $m_p=1836.153$, that energy for $m_I=\tfrac12$ at 1 T has magnitude $g_pB/4m_p=5.585695\times27.21139/(4\times1836.153\times235051.8)=8.804\times10^{-8}$ eV, so the cross term is $8.804\times10^{-8}\times17.75\times10^{-6}=1.563\times10^{-12}$ eV. No second-order orbital term adds to it, because $\mathbf L\psi=0$. In the hydrogen atom this term is small beside the spin terms of section 7: the contact energy is of order $10^{-6}$ eV, and at 1 T its mixing of the two $m_F=0$ states shifts them by about $7\times10^{-8}$ eV.

## 5. The origin: the Fermi contact term

The divergence theorem applied to $\epsilon_{ijk}\partial_jA_k$ turns the field integrated over a ball of radius $R$ into a surface integral:

$$\int\nabla\times\mathbf A_N\,d^3r=\oint\mathbf n\times\mathbf A_N\,dS=\alpha^2\!\oint[\boldsymbol\mu-\mathbf n(\mathbf n\cdot\boldsymbol\mu)]\,d\Omega=\tfrac{8\pi}3\alpha^2\boldsymbol\mu .$$

This does not depend on $R$, and $\mathbf B_{\rm dip}$ contributes nothing on any shell, so all of it sits at the origin. To make this precise, define $\int f\,\nabla\times\mathbf A_N$ for a smooth decaying $f$ by parts as $\int\mathbf A_N\times\nabla f$, which converges because $A_N\sim r^{-2}$. Outside a ball of radius $\eta$, $\mathbf A_N\times\nabla f=f\,\nabla\times\mathbf A_N-\nabla\times(f\mathbf A_N)$. The outward normal of that region is $-\mathbf n$, so

$$\int_{r>\eta}\mathbf A_N\times\nabla f=\int_{r>\eta}f\,\mathbf B_{\rm dip}+\oint_{r=\eta}f\,\mathbf n\times\mathbf A_N\,dS\;\to\;\lim_{\eta\to0}\int_{r>\eta}f\,\mathbf B_{\rm dip}+\tfrac{8\pi}3\alpha^2\boldsymbol\mu f(0).$$

The limit exists: $f(0)$ averages out on each shell, and $f-f(0)=O(r)$ leaves an integrable $r^{-2}$. Hence $\mathbf B_N=\mathbf B_{\rm dip}+\tfrac{8\pi}3\alpha^2\boldsymbol\mu\,\delta(\mathbf r)$, where the dipolar part is integrated over angles first, and

$$H_{\rm FC}=\tfrac{8\pi}3\alpha^2\,\mathbf s\cdot\boldsymbol\mu\,\delta(\mathbf r).$$

Quadrature with an off-centre anisotropic Gaussian gives the coefficient 8.37758, equal to $8\pi/3$.

The limit to test is a dipole smeared over a length scale $a$, $h=(r^2+a^2)^{-3/2}$, whose field is an ordinary function. Now $rh'=-3r^2(r^2+a^2)^{-5/2}$, so $2h+\tfrac23rh'=2a^2(r^2+a^2)^{-5/2}$, whose volume integral out to $r=au$ is the fraction $u^3/(1+u^2)^{3/2}$ of the whole, 35% within $a$ and 91% within $4a$: in this model the contact term is the field inside the smeared nucleus, a region a few $a$ wide. The 1s average, with $r=au$, is

$$8\int_0^\infty\frac{u^2e^{-2au}}{(1+u^2)^{5/2}}du\approx8\left(\tfrac13-2a\cdot\tfrac23\right)=\tfrac83(1-4a).$$

The first integral has antiderivative $u^3/[3(1+u^2)^{3/2}]$, and the second, with $w=1+u^2$, is $\tfrac12\int_1^\infty(w-1)w^{-5/2}dw=\tfrac12(2-\tfrac23)$. The contact value is $\tfrac{8\pi}3|\psi(0)|^2=\tfrac83$. For $a=5.292\times10^{-4}$ Å, where $4a$ over the Bohr radius is 0.004, the computed ratio is 0.99604.

The same model shows what happens at second order in $\boldsymbol\mu$. For small $a$, with $u=\tan\vartheta$, $\langle|\mathbf a|^2\rangle\to\tfrac23\mu^2\cdot\tfrac4a\int_0^{\pi/2}\sin^4\vartheta\,d\vartheta=\tfrac83\cdot\tfrac{3\pi}{16}\mu^2/a=\pi\mu^2/2a$. The computed value at $a=5.292\times10^{-5}$ Å is 0.997 of this. So $\langle A_N^2\rangle$ diverges for a point dipole in an s state. It is not the only term of order $\mu^2$: $\mathbf s\cdot\mathbf B_N$ in second order also grows as $1/a$, with the opposite sign. For wave vectors $k\gg1$ the energy denominator is $k^2/2$ and $|\mathbf B_N(\mathbf k)|^2=k^2|\mathbf A_N(\mathbf k)|^2$, so for a classical $\boldsymbol\mu$ each $\mathbf k$ contributes $-\tfrac14|\mathbf B_N|^2/(k^2/2)=-\tfrac12|\mathbf A_N|^2$, which cancels the $1/a$ growth of $\langle A_N^2\rangle/2$. For a nuclear spin the components of $\boldsymbol\mu$ do not commute, and the first-order term to cancel is $\tfrac12(\boldsymbol\sigma\cdot\mathbf A_N)^2$, that is $A_N^2/2$ plus the extra term of section 4. Since $\mathbf k\cdot\mathbf A_N(\mathbf k)=0$, $\boldsymbol\sigma\cdot\mathbf B_N(\mathbf k)=(\boldsymbol\sigma\cdot\mathbf k)\,\boldsymbol\sigma\cdot\mathbf A_N(\mathbf k)$, so each $\mathbf k$ contributes $-\tfrac12(\boldsymbol\sigma\cdot\mathbf A_N)^\dagger(\boldsymbol\sigma\cdot\mathbf A_N)$ and the $1/a$ growth cancels in each level. This argument removes only the leading $1/a$ term and does not show that the energy of order $\mu^2$ stays finite as $a\to0$. Second order in $\boldsymbol\mu$ is not treated further here, and the nuclear terms are used only to first order.

## 6. A check with no delta function

The contact term acts where the reduction of section 2 fails, so it is compared with the Dirac 1s state. Try $\phi=f\xi$, $\chi=ibf\,\boldsymbol\sigma\cdot\mathbf n\,\xi$, with $f=r^{\gamma-1}e^{-r}$ and $\xi$ spin up. One has $\boldsymbol\sigma\cdot\mathbf p\,f=-if'\boldsymbol\sigma\cdot\mathbf n$. Also $\boldsymbol\sigma\cdot\mathbf p\,(k\,\boldsymbol\sigma\cdot\mathbf r)=-i(3k+rk')$, which for $k=f/r$ is $-i(f'+2f/r)$. With $f'/f=(\gamma-1)/r-1$ and $V=-1/r$ the two field-free equations become

$$-\frac1r-\varepsilon+cb\left(\frac{\gamma+1}r-1\right)=0,\qquad c\left(\frac{1-\gamma}r+1\right)=b\left(\frac1r+\varepsilon+2c^2\right).$$

The $1/r$ terms give $b=\alpha/(1+\gamma)=(1-\gamma)/\alpha$, so $\gamma^2=1-\alpha^2$. The first constant term gives $\varepsilon=-1/(1+\gamma)=-c^2(1-\gamma)$, and then $b(\varepsilon+2c^2)=bc^2(1+\gamma)=c$ satisfies the second.

The perturbation $c\,\boldsymbol\sigma\cdot\mathbf A$ connects $\phi$ and $\chi$. Its density is

$$icbf^2\,\xi^\dagger[\boldsymbol\sigma\cdot\mathbf A,\boldsymbol\sigma\cdot\mathbf n]\xi=icbf^2\cdot2i\,\xi^\dagger\boldsymbol\sigma\cdot(\mathbf A\times\mathbf n)\xi=2cbf^2(\mathbf n\times\mathbf A)_z .$$

The norm density is $f^2(1+b^2)$ with $1+b^2=1+\tfrac{1-\gamma}{1+\gamma}=\tfrac2{1+\gamma}$, and $cb=1/(1+\gamma)$, so the energy is $\langle(\mathbf n\times\mathbf A)_z\rangle$ with radial weight $r^{2\gamma}e^{-2r}$. For this weight $\langle r^k\rangle=2^{-k}\Gamma(2\gamma+1+k)/\Gamma(2\gamma+1)$.

For the uniform field the angular average is $\tfrac12rB\cdot\tfrac23$ and $\langle r\rangle=(2\gamma+1)/2$. Setting $B(2\gamma+1)/6=gB/4$ gives $g=\tfrac23(1+2\gamma)$, and $\gamma\approx1-\alpha^2/2$ gives $g-2\approx-\tfrac23\alpha^2$. Quadrature gives 1.999964. For the nucleus the average is $\tfrac23\alpha^2\mu_z/r^2$ with $\langle r^{-2}\rangle=2/[\gamma(2\gamma-1)]$. The contact energy is $\tfrac{8\pi}3\alpha^2\cdot\tfrac12\mu_z/\pi=\tfrac43\alpha^2\mu_z$, so the ratio is $1/[\gamma(2\gamma-1)]\approx1+\tfrac32\alpha^2$, computed as 1.00008. Both results reduce to sections 2 and 5 as $\alpha\to0$. In this form the hyperfine energy is not local: as $\gamma\to1$ the radial integrand of $\langle r^{-2}\rangle$ is $e^{-2r}$, so the region $r<\alpha^2/2$ supplies only a fraction $\approx\alpha^2$ of it.

## 7. Hyperfine levels of hydrogen at zero field

Let $K=\alpha^2g_p/2m_p$, which is $0.007297353^2\times5.585695/(2\times1836.153)\times27.21139\times0.5291772^3=3.26605\times10^{-7}$ eV Å$^3$.

In 1s the orbital term vanishes because $\mathbf L\psi=0$, and the dipolar term because the density is spherical. What remains is $A_{\rm hf}\,\mathbf I\cdot\mathbf s$ with $|\psi(0)|^2=1/\pi$, or 2.14806 Å$^{-3}$:

$$A_{\rm hf}=8.37758\times3.26605\times10^{-7}\times2.14806=5.877\times10^{-6}\ \text{eV}=1421\ \text{MHz}.$$

With $\mathbf F=\mathbf I+\mathbf s$, $\mathbf I\cdot\mathbf s=\tfrac12[F(F+1)-\tfrac32]$ is $\tfrac14$ for $F=1$ and $-\tfrac34$ for $F=0$, giving $1.469\times10^{-6}$ eV and $-4.408\times10^{-6}$ eV. Replacing 2 by $g_e$ multiplies $A_{\rm hf}$ by 1.00116. A moving proton stretches lengths by $1+1/m_p$ and multiplies $|\psi(0)|^2$ by 0.99837. Together they give 1420.5 MHz, whose last digit is uncertain, since the omitted Dirac factor alone is a relative $8\times10^{-5}$. The measured line lies at roughly $1.4\times10^3$ MHz. At 1 T the spin Zeeman splitting is about twenty times $A_{\rm hf}$, and $F$ is no longer a good label for the two $m_F=0$ states; the states with $m_F=\pm1$ remain pure $F=1$.

In 2p, $\psi(0)=0$ removes the contact term. The other two share $\langle r^{-3}\rangle=1!/4!=\tfrac1{24}$, or 0.28118 Å$^{-3}$, so the energy unit is $K\langle r^{-3}\rangle=9.184\times10^{-8}$ eV. Both terms are scalars and commute with $\mathbf F=\mathbf L+\mathbf s+\mathbf I$. The state $m=1$, $m_s=m_I=\tfrac12$ is the only one with $F_z=2$, so it is an eigenstate within the 2p space, with $j=\tfrac32$, $F=2$. In this product state only $z$ components of $\mathbf s$ and $\mathbf I$ have nonzero averages. The orbital part is $m\,m_I=\tfrac12$, or $4.592\times10^{-8}$ eV. The dipolar part is $m_sm_I\langle3\cos^2\theta-1\rangle=\tfrac14(\tfrac35-1)=-\tfrac1{10}$, or $-9.184\times10^{-9}$ eV, from $\langle\cos^2\theta\rangle=1-\tfrac45$. The sum is $\tfrac25$, or $3.673\times10^{-8}$ eV.

When the hyperfine energy is small against the fine structure, mixing of $j=\tfrac32$ with $j=\tfrac12$ is negligible. The operator is linear in $\mathbf I$, which is traceless, so its trace over the eight $j=\tfrac32$ states is zero: $5\cdot\tfrac25+3E_{F=1}=0$, and $E_{F=1}=-\tfrac23$, or $-6.122\times10^{-8}$ eV. The splitting is $\tfrac{16}{15}\times9.184\times10^{-8}=9.796\times10^{-8}$ eV, or 23.7 MHz. The $12\times12$ matrix built by angular quadrature and projected on each $j$ confirms these levels. For $j=\tfrac12$ it yields $\tfrac23$ three times and $-2$ once, again traceless, a splitting of $\tfrac83\times9.184\times10^{-8}=2.449\times10^{-7}$ eV, or 59.2 MHz.

## Values computed for the example and the checks

```
alpha = 0.007297353
Hartree = 27.21139 eV
bohr = 0.5291772 angstrom
atomic unit of B = 235051.8 T
field B = 1 T
g_p = 5.585695
m_p/m_e = 1836.153
g_e (CODATA) = 2.002319
g from Landau diagonalisation = 2
lowest Landau level / B, spinless = 0.5
contact coefficient by quadrature = 8.37758
8 pi/3 = 8.37758
smeared/contact, a = 5.292e-03 angstrom = 0.9625272
smeared/contact, a = 5.292e-04 angstrom = 0.996039
smeared/contact, a = 5.292e-05 angstrom = 0.9996005
a <|A|^2>/mu^2 over pi/2, smallest a = 0.9972192
Dirac 1s g = 1.999964
(g_Dirac-2)/alpha^2 = -0.6666755
Dirac/contact hyperfine ratio = 1.00008
(ratio-1)/alpha^2 = 1.500113
basis test field = 2350.518 T
origin shift d = 0.5291772 angstrom
1s shift/(B^2/4), origin at nucleus = 0.9999149
1s shift/(B^2/4), shifted = 0.999937
diamagnetic part/(B^2/4), shifted = 1.500004
2p m=+-1 splitting / B = 1
2p m=+-1 mean shift/(3 B^2) = 0.9972799
orbital Zeeman m=1 = spin Zeeman m_s=1/2 = 5.788382e-05 eV
spin Zeeman splitting = 0.0001157676 eV
spin Zeeman splitting = 27992.49 MHz
B^2/8 = 2.198525e-10 eV/angstrom^2
<x^2+y^2> 1s = 0.560057 angstrom^2
<x^2+y^2> 2p m=1 = 6.720684 angstrom^2
diamagnetic 1s = 1.231299e-10 eV
diamagnetic 2p m=1 = 1.477559e-09 eV
diamagnetic/spin Zeeman 1s = 2.127191e-06
K = 3.266052e-07 eV angstrom^3
|psi_1s(0)|^2 = 2.148062 angstrom^-3
1s F=1 level = 1.469361e-06 eV
1s F=0 level = -4.408083e-06 eV
1s splitting A = 5.877444e-06 eV
1s splitting A = 1421.16 MHz
factor g_e/2 = 1.00116
factor (m_red/m_e)^3 = 0.9983679
A with both factors = 1420.485 MHz
Lamb shielding 1s = 17.75045 ppm
|nuclear Zeeman| m_I=1/2 = 8.804315e-08 eV
cross term m_I=1/2 = 1.562806e-12 eV
<r^-3> 2p = 0.2811806 angstrom^-3
K <r^-3> = 9.183506e-08 eV
stretched 2p orbital part = 4.591753e-08 eV
stretched 2p dipolar part = -9.183506e-09 eV
2p3/2 F=2 level = 3.673402e-08 eV
2p3/2 F=1 level = -6.122337e-08 eV
2p3/2 splitting = 9.795739e-08 eV
2p3/2 splitting = 23.68599 MHz
2p1/2 splitting = 2.448935e-07 eV
2p1/2 splitting = 59.21498 MHz
```
